**Numerical tests of the two-dimensional Ewald sum and the square-lattice constant**

For charges $q$ on a square lattice of side $L$ with a neutralizing uniform sheet in the same plane, the site potential is $-3.9003\,q/L$ and the energy per cell is $-1.9501\,q^2/L$, in Hartree atomic units. The parameter $\alpha$ splits the Coulomb sum into real-space and Fourier parts, and $G$ is the length of an in-plane reciprocal lattice vector. The program asserts that the Fourier transform at nonzero $G$ and the regulated zero-wavevector integral agree with numerical quadrature, and that two separate limits give the same zero-wavevector term. It asserts that the energy of a neutral three-charge cell, with dipoles in the plane and along the normal, is independent of $\alpha$ and agrees with an extrapolated direct Coulomb sum. The site potential in units of $q/L$ is compared with a direct sum and with $4\zeta(1/2)\beta(1/2)$, where $\zeta$ is the Riemann zeta function and $\beta$ the Dirichlet beta function; all three print as $-3.9002649$. The plane average of the potential is asserted to vanish at two heights, within numerical tolerance. For two opposite lattices of unit charges with $L=10$ bohr and separation 5 bohr, the Ewald formula, the capacitor decomposition and the direct sum all give $-0.0972177$ hartree per cell. The output also shows that leaving out the zero-wavevector term makes this energy depend on $\alpha$.

## Check in Python

```python
"""Two-dimensional (Parry) Ewald sum for charges periodic in a plane.

Result under test: the energy per neutral cell is the sum of a screened
real-space part, a part from nonzero plane wavevectors G, a G = 0 part
-(pi/A) sum_ij q_i q_j h(z_ij), and a self part, where
h(z) = z erf(alpha z) + exp(-alpha^2 z^2)/(alpha sqrt(pi)).
For one unit charge per square cell of side L plus a neutralizing uniform
sheet in the same plane, the site potential is -3.9003/L.
Symbols: alpha = splitting parameter, A = cell area, z = height.
Hartree atomic units; internally lengths are in L and energies in 1/L.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import erf, erfc
from scipy.constants import physical_constants

SQRT_PI = np.sqrt(np.pi)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
index = np.arange(-8, 9)
NX, NY = np.meshgrid(index, index, indexing="ij")
nonzero = (NX**2 + NY**2) > 0
GX, GY = 2*np.pi*NX[nonzero], 2*np.pi*NY[nonzero]
G_ABS = np.hypot(GX, GY)


def transform(G, z, alpha):
    """Plane Fourier transform of erf(alpha r)/r at height z."""
    return np.pi/G*(np.exp(G*z)*erfc(G/(2*alpha) + alpha*z)
                    + np.exp(-G*z)*erfc(G/(2*alpha) - alpha*z))


def h_function(z, alpha):
    return z*erf(alpha*z) + np.exp(-(alpha*z)**2)/(alpha*SQRT_PI)


def pair_parts(dx, dy, dz, alpha, same=False):
    """Real, nonzero-G, zero-G and self parts for a unit square lattice."""
    r = np.sqrt((dx + NX)**2 + (dy + NY)**2 + dz**2)
    if same:
        r = r[nonzero]
    real = np.sum(erfc(alpha*r)/r)
    recip = np.sum(np.cos(GX*dx + GY*dy)*transform(G_ABS, dz, alpha))
    zero = -2*np.pi*h_function(dz, alpha)
    self_part = -2*alpha/SQRT_PI if same else 0.0
    return np.array([real, recip, zero, self_part])


def parry_parts(q, pos, alpha):
    total = np.zeros(4)
    for i in range(len(q)):
        for j in range(len(q)):
            d = pos[i] - pos[j]
            total += 0.5*q[i]*q[j]*pair_parts(*d, alpha, same=(i == j))
    return total


def sheet_potential(x, y, z, alpha, same=False):
    """Potential of unit lattice charges plus the coplanar sheet."""
    return pair_parts(x, y, z, alpha, same).sum() + 2*np.pi*abs(z)


def direct_energy(q, pos, N):
    """Bare Coulomb sum, cell by cell, over a square block of cells."""
    n = np.arange(-N, N + 1)
    X, Y = np.meshgrid(n, n, indexing="ij")
    total = 0.0
    for i in range(len(q)):
        for j in range(len(q)):
            d = pos[i] - pos[j]
            r = np.sqrt((d[0] + X)**2 + (d[1] + Y)**2 + d[2]**2)
            if i == j:
                r[N, N] = np.inf
            total += 0.5*q[i]*q[j]*np.sum(1/r)
    return total


def direct_site(N):
    """Bare sum at a site minus the integral of 1/r over the same square."""
    n = np.arange(-N, N + 1)
    X, Y = np.meshgrid(n, n, indexing="ij")
    r = np.hypot(X, Y)
    r[N, N] = np.inf
    return np.sum(1/r) - 8*(N + 0.5)*np.arcsinh(1.0)


def direct_potential(x, y, z, N):
    """Bare potential of charges and a finite sheet at a general point."""
    n = np.arange(-N, N + 1)
    X, Y = np.meshgrid(n, n, indexing="ij")
    charges = np.sum(1/np.sqrt((x - X)**2 + (y - Y)**2 + z**2))

    def corner(u, v):
        r = np.sqrt(u*u + v*v + z*z)
        return (u*np.log(v + r) + v*np.log(u + r)
                - z*np.arctan(u*v/(z*r)))
    a = N + 0.5
    patch = (corner(a - x, a - y) - corner(-a - x, a - y)
             - corner(a - x, -a - y) + corner(-a - x, -a - y))
    return charges - patch


def extrapolate(function):
    """Remove the 1/a and 1/a^3 tails, a = half side of the block."""
    sizes = np.array([30, 60, 120])
    a = sizes + 0.5
    matrix = np.column_stack([np.ones(3), 1/a, 1/a**3])
    return np.linalg.solve(matrix, [function(int(N)) for N in sizes])[0]


# Plane transform: closed form against its Gaussian integral
for G, z, alpha in [(2.0, 0.4, 1.3), (6.0, -0.3, 2.0), (1.0, 0.0, 0.9)]:
    integral = quad(lambda t: 2*SQRT_PI/t**2
                    * np.exp(-G*G/(4*t*t) - z*z*t*t), 0, alpha,
                    epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(integral - transform(G, z, alpha)) < 1e-9

# Zero-wavevector term: regulated integral, small-regulator and small-G limits
z0, alpha0, eps = 0.4, 1.3, 0.1


def F(t, z):
    return np.exp(-(z*t)**2)/t + SQRT_PI*z*erf(z*t)


regulated = quad(lambda t: 2*SQRT_PI*np.exp(-(z0*t)**2)/t**2, eps, alpha0,
                 epsabs=1e-11)[0]
assert abs(regulated - 2*SQRT_PI*(F(eps, z0) - F(alpha0, z0))) < 1e-8
tiny = 1e-5
limit_regulator = (2*SQRT_PI*(F(tiny, z0) - F(alpha0, z0))
                   - 2*SQRT_PI/tiny)
limit_small_G = transform(tiny, z0, alpha0) - 2*np.pi/tiny
zero_term = -2*np.pi*h_function(z0, alpha0)
assert abs(limit_regulator - zero_term) < 1e-4   # remainder linear in tiny
assert abs(limit_small_G - zero_term) < 1e-4     # remainder linear in tiny

# Regulated potential of a uniform sheet, integrated in real space
sheet = 2*np.pi*quad(lambda r: erfc(eps*r), z0, 100, epsabs=1e-11,
                     limit=200)[0]
assert abs(sheet - 2*SQRT_PI*(F(eps, z0) - SQRT_PI*z0)) < 1e-8

# General neutral cell with dipoles in the plane and along z
alphas = [1.2, SQRT_PI, 3.0]
q3 = np.array([1.0, 0.5, -1.5])
pos3 = np.array([[0, 0, 0], [0.3, 0.1, 0.2], [0.55, 0.4, -0.25]])
general = [parry_parts(q3, pos3, a).sum() for a in alphas]
general_direct = extrapolate(lambda N: direct_energy(q3, pos3, N))
assert np.ptp(general) < 1e-10
assert abs(general[1] - general_direct) < 1e-6

# Square-lattice constant by three roads
site_parts = [pair_parts(0, 0, 0, a, same=True) for a in alphas]
v = site_parts[1].sum()
v_direct = extrapolate(direct_site)
s = mp.mpf(1)/2
beta_half = (mp.zeta(s, mp.mpf(1)/4) - mp.zeta(s, mp.mpf(3)/4))/2
v_zeta = float(4*mp.zeta(s)*beta_half)
assert np.ptp([p.sum() for p in site_parts]) < 1e-10
assert abs(v - v_direct) < 1e-6
assert abs(v - v_zeta) < 1e-11
assert round(-v, 4) == 3.9003

# Potential off the sites, and its zero plane average
point = (0.3, 0.15, 0.35)
phi_point = sheet_potential(*point, SQRT_PI)
phi_direct = extrapolate(lambda N: direct_potential(*point, N))
assert abs(phi_point - phi_direct) < 1e-6
nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = nodes/2, weights/2
average = 4*np.arcsinh(1.0)   # integral of 1/r over the central cell
for x, wx in zip(nodes, weights):
    for y, wy in zip(nodes, weights):
        average += wx*wy*(sheet_potential(x, y, 0.0, SQRT_PI)
                          - 1/np.hypot(x, y))
assert abs(average) < 1e-8
average_high = np.mean([sheet_potential(x, y, 0.3, SQRT_PI)
                        for x in np.arange(16)/16 for y in np.arange(16)/16])
assert abs(average_high) < 1e-9

# Two opposite lattices in register: model parameters
L, d = 10.0, 5.0              # bohr
q2 = np.array([1.0, -1.0])
pos2 = np.array([[0, 0, 0], [0, 0, d/L]])
two_parts = [parry_parts(q2, pos2, a)/L for a in alphas]
two_energy = two_parts[1].sum()
two_direct = extrapolate(lambda N: direct_energy(q2, pos2, N))/L
capacitor = 2*np.pi*d/L**2
phi_d = np.sum(2*np.pi*np.exp(-G_ABS*d/L)/G_ABS)/L
assert abs(phi_d - sheet_potential(0, 0, d/L, SQRT_PI)/L) < 1e-9
decomposed = v/L + capacitor - phi_d
assert np.ptp([p.sum() for p in two_parts]) < 1e-10
assert abs(two_energy - two_direct) < 1e-7
assert abs(decomposed - two_direct) < 1e-7
without_zero = [p.sum() - p[2] for p in two_parts]
assert np.ptp(without_zero) > 1e-2

print("SQUARE LATTICE WITH COPLANAR SHEET (potential times L, unit charge)")
for a, p in zip(alphas, site_parts):
    print(f"alpha*L={a:.5f}: real {p[0]:.7f}, G!=0 {p[1]:.7f}, "
          f"G=0 {p[2]:.7f}, self {p[3]:.7f}, sum {p.sum():.7f}")
running = -4.0
for n2, count in [(1, 4), (2, 4), (4, 4), (5, 8)]:
    distance = np.sqrt(n2)
    value = erfc(SQRT_PI*distance)
    running += 2*count*value/distance
    print(f"shell n^2={n2}, {count} sites: erfc {value:.4e}, "
          f"running constant {running:.7f}")
for N in (30, 60, 120):
    print(f"direct square block N={N}: {direct_site(N):.7f}")
print(f"direct sum extrapolated: {v_direct:.7f}")
print(f"zeta(1/2) = {float(mp.zeta(s)):.7f}, "
      f"beta(1/2) = {float(beta_half):.7f}")
print(f"4 zeta(1/2) beta(1/2) = {v_zeta:.7f}")
print(f"energy constant, half the site constant: {v/2:.7f}")
print(f"plane average of potential*L at z=0: {average:.1e}")
print(f"plane average of potential*L at z=0.3L: {average_high:.1e}")
print(f"potential*L at (0.3,0.15,0.35)L: Ewald {phi_point:.7f}, "
      f"direct {phi_direct:.7f}")
print("GENERAL NEUTRAL CELL (energy times L)")
for charge, position in zip(q3, pos3):
    print(f"charge {charge:.1f} at {position.tolist()} L")
print(f"Ewald {general[1]:.7f}, direct {general_direct:.7f}")
print("MODEL EXAMPLE, CHARGES +1 AND -1")
print(f"L = {L:.1f} bohr, plane separation d = {d:.1f} bohr")
print(f"one lattice with sheet: site potential {v/L:.7f} hartree/e")
print(f"one lattice with sheet: energy {v/(2*L):.7f} hartree per cell "
      f"= {v/(2*L)*HARTREE_EV:.4f} eV")
for a, p, missing in zip(alphas, two_parts, without_zero):
    print(f"two planes, alpha*L={a:.5f} (hartree): real {p[0]:.7f}, "
          f"G!=0 {p[1]:.7f}, G=0 {p[2]:.7f}, self {p[3]:.7f}")
    print(f"   sum {p.sum():.7f}, sum without G=0 {missing:.7f} hartree")
print(f"capacitor energy 2 pi d/A: {capacitor:.7f} hartree")
print(f"lattice-sheet potential at height d: {phi_d:.7f} hartree/e")
print(f"decomposed two-plane energy: {decomposed:.7f} hartree")
print(f"direct two-plane energy: {two_direct:.7f} hartree")
print(f"two-plane energy: {two_energy*HARTREE_EV:.4f} eV per cell")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SQUARE LATTICE WITH COPLANAR SHEET (potential times L, unit charge)
alpha*L=1.20000: real 0.4070251, G!=0 0.0008547, G=0 -2.9540898, self -1.3540550, sum -3.9002649
alpha*L=1.77245: real 0.0498675, G!=0 0.0498675, G=0 -2.0000000, self -2.0000000, sum -3.9002649
alpha*L=3.00000: real 0.0000884, G!=0 0.6664201, G=0 -1.1816359, self -3.3851375, sum -3.9002649
shell n^2=1, 4 sites: erfc 1.2189e-02, running constant -3.9024889
shell n^2=2, 4 sites: erfc 3.9275e-04, running constant -3.9002672
shell n^2=4, 4 sites: erfc 5.3516e-07, running constant -3.9002651
shell n^2=5, 8 sites: erfc 2.0827e-08, running constant -3.9002649
direct square block N=30: -3.8925376
direct square block N=60: -3.8963691
direct square block N=120: -3.8983089
direct sum extrapolated: -3.9002649
zeta(1/2) = -1.4603545, beta(1/2) = 0.6676915
4 zeta(1/2) beta(1/2) = -3.9002649
energy constant, half the site constant: -1.9501325
plane average of potential*L at z=0: -1.8e-15
plane average of potential*L at z=0.3L: 2.0e-14
potential*L at (0.3,0.15,0.35)L: Ewald 0.0218538, direct 0.0218538
GENERAL NEUTRAL CELL (energy times L)
charge 1.0 at [0.0, 0.0, 0.0] L
charge 0.5 at [0.3, 0.1, 0.2] L
charge -1.5 at [0.55, 0.4, -0.25] L
Ewald -2.1727862, direct -2.1727862
MODEL EXAMPLE, CHARGES +1 AND -1
L = 10.0 bohr, plane separation d = 5.0 bohr
one lattice with sheet: site potential -0.3900265 hartree/e
one lattice with sheet: energy -0.1950132 hartree per cell = -5.3066 eV
two planes, alpha*L=1.20000 (hartree): real -0.0622335, G!=0 0.0000234, G=0 0.1003979, self -0.1354055
   sum -0.0972177, sum without G=0 -0.1976156 hartree
two planes, alpha*L=1.77245 (hartree): real -0.0388911, G!=0 0.0023286, G=0 0.1393447, self -0.2000000
   sum -0.0972177, sum without G=0 -0.2365625 hartree
two planes, alpha*L=3.00000 (hartree): real -0.0067709, G!=0 0.0502652, G=0 0.1978016, self -0.3385138
   sum -0.0972177, sum without G=0 -0.2950194 hartree
capacitor energy 2 pi d/A: 0.3141593 hartree
lattice-sheet potential at height d: 0.0213505 hartree/e
decomposed two-plane energy: -0.0972177 hartree
direct two-plane energy: -0.0972177 hartree
two-plane energy: -2.6454 eV per cell
ALL CHECKS PASSED
```
